# Resist thickness-swing period for the extreme ray at 1.35 NA: a program that tests the result

```python
"""Thickness-swing period of a resist film for the extreme ray of an immersion lens.

Result under test: P = wavelength / (2 sqrt(n^2 - NA^2)), where n is the resist
index and NA = n_fluid sin(theta_fluid) is conserved through all flat layers.
P is the thickness increase that repeats the reflectance and coupled intensity.
Independent road: Maxwell's equations are integrated upward from the substrate;
the field at height d gives the response of a film of thickness d.
Lengths are in nm, indices are n + i*kappa, time dependence is exp(-i omega t).
The q values are vertical wavenumbers divided by the vacuum wavenumber.
Fluid, silicon, underlayer and absorption data are rough typical values.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline

WAVELENGTH = 193.0
NA = 1.35
N_RESIST = 1.70
N_FLUID = 1.44
N_SILICON = 0.88 + 2.78j
N_UNDERLAYER = 1.75 + 0.30j
D_UNDERLAYER = 80.0
KAPPA_RESIST = 0.03
NA_BAND_LOW = 1.25
K0 = 2 * np.pi / WAVELENGTH
HEIGHTS = np.linspace(0.0, 1000.0, 4001)


def vertical_q(index, na):
    return np.sqrt(complex(index)**2 - na**2)


def weight(index, pol):
    """Factor g: u and u'/g are continuous (u = E for s, u = H for p)."""
    return 1.0 if pol == "s" else complex(index)**2


def integrate_layer(index, na, pol, start, heights):
    g = weight(index, pol)
    q_squared = complex(index)**2 - na**2

    def slope(z, y):
        return [K0 * g * y[1], -K0 * q_squared / g * y[0]]

    solution = solve_ivp(slope, (heights[0], heights[-1]), start,
                         method="DOP853", t_eval=heights, max_step=5.0,
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    return solution.y


def split_waves(u, v, index, na, pol):
    """Downgoing and upgoing parts of the field in a medium."""
    difference = v * weight(index, pol) / (1j * vertical_q(index, na))
    return (u - difference) / 2, (u + difference) / 2


def film_response(na=NA, n_resist=N_RESIST, pol="s", underlayer=False,
                  n_fluid=N_FLUID):
    q_sub = vertical_q(N_SILICON, na)
    start = np.array([1.0, -1j * q_sub / weight(N_SILICON, pol)], complex)
    if underlayer:
        start = integrate_layer(N_UNDERLAYER, na, pol, start,
                                np.array([0.0, D_UNDERLAYER]))[:, -1]
    u, v = integrate_layer(n_resist, na, pol, start, HEIGHTS)
    incident, reflected = split_waves(u, v, n_fluid, na, pol)
    down, up = split_waves(u, v, n_resist, na, pol)
    return {"coupled": abs(down / incident)**2,
            "reflectance": abs(reflected / incident)**2,
            "up_over_down": up / down, "u": u, "incident": incident}


def maxima(x, y):
    curve = CubicSpline(x, y)
    points = curve.derivative().roots(extrapolate=False)
    return points[curve(points, 2) < 0]


def mean_spacing(response):
    peaks = maxima(HEIGHTS, response["coupled"])
    return (peaks[-1] - peaks[0]) / (len(peaks) - 1)


def period(na=NA, n=N_RESIST, wavelength=WAVELENGTH):
    return wavelength / (2 * np.sqrt(n**2 - na**2))


P = period()
theta = np.arcsin(NA / N_RESIST)
theta_fluid = np.arcsin(NA / N_FLUID)

# Optical path difference from explicit ray coordinates
d_test = 100.0
entry = np.array([0.0, 0.0])
bottom = np.array([d_test * np.tan(theta), -d_test])
exit_point = np.array([2 * bottom[0], 0.0])
inside = N_RESIST * (np.linalg.norm(bottom - entry)
                     + np.linalg.norm(exit_point - bottom))
reflected_direction = np.array([np.sin(theta_fluid), np.cos(theta_fluid)])
outside = N_FLUID * np.dot(exit_point - entry, reflected_direction)
path_difference = inside - outside
assert abs(path_difference - 2 * N_RESIST * d_test * np.cos(theta)) < 1e-9

# Period from the field integration: polarisation, substrate, observable
ratios = {}
for pol in ("s", "p"):
    for underlayer in (False, True):
        response = film_response(pol=pol, underlayer=underlayer)
        for observable in ("coupled", "reflectance"):
            gaps = np.diff(maxima(HEIGHTS, response[observable]))
            assert len(gaps) >= 8
            assert np.max(abs(gaps - P)) < 0.01
        one_swing = response["coupled"]
        ratios[pol, underlayer] = one_swing.max() / one_swing.min()
base = film_response()
numerical_period = mean_spacing(base)
wrong_period = WAVELENGTH * np.cos(theta) / (2 * N_RESIST)
assert abs(numerical_period - wrong_period) > 50
assert abs(mean_spacing(film_response(n_fluid=1.50)) - P) < 0.01
normal_period = period(na=0.0)
assert abs(mean_spacing(film_response(na=0.0)) - normal_period) < 0.01

# Swing height from interface reflections, against the integrated field
rho = {}
for pol in ("s", "p"):
    y_f, y_r, y_s = [vertical_q(m, NA) / weight(m, pol)
                     for m in (N_FLUID, N_RESIST, N_SILICON)]
    rho[pol] = abs((y_r - y_f) / (y_r + y_f) * (y_r - y_s) / (y_r + y_s))
    predicted = ((1 + rho[pol]) / (1 - rho[pol]))**2
    assert abs(ratios[pol, False] / predicted - 1) < 1e-3
    assert ratios[pol, True] < ratios[pol, False]

# Sensitivities, against shifted field integrations
dP_dn = -P * N_RESIST / (N_RESIST**2 - NA**2)
dP_dNA = P * NA / (N_RESIST**2 - NA**2)
h = 0.01
slope_n = (mean_spacing(film_response(n_resist=N_RESIST + h))
           - mean_spacing(film_response(n_resist=N_RESIST - h))) / (2 * h)
slope_na = (mean_spacing(film_response(na=NA + h))
            - mean_spacing(film_response(na=NA - h))) / (2 * h)
assert abs(slope_n / dP_dn - 1) < 0.005
assert abs(slope_na / dP_dNA - 1) < 0.005

# Absorption in the resist
n_lossy = N_RESIST + 1j * KAPPA_RESIST
lossy = film_response(n_resist=n_lossy)
q_lossy = vertical_q(n_lossy, NA)
i200 = int(np.argmin(abs(HEIGHTS - 200.0)))
decay = abs(lossy["up_over_down"][i200] / lossy["up_over_down"][0])
assert abs(decay / np.exp(-2 * K0 * q_lossy.imag * HEIGHTS[i200]) - 1) < 1e-5
lossy_peaks = maxima(HEIGHTS, lossy["coupled"])
lossy_gap = lossy_peaks[1] - lossy_peaks[0]
assert abs(lossy_gap / P - 1) < 0.005
damping_per_period = np.exp(-2 * K0 * q_lossy.imag * P)

# Equal-weight average over a band of pupil radii
nodes, node_weights = np.polynomial.legendre.leggauss(6)
band = (NA + NA_BAND_LOW) / 2 + nodes * (NA - NA_BAND_LOW) / 2
band_coupled = sum(w / 2 * film_response(na=a)["coupled"]
                   for a, w in zip(band, node_weights))
band_peaks = maxima(HEIGHTS, band_coupled)
band_gap = band_peaks[1] - band_peaks[0]
assert period(na=NA_BAND_LOW) < band_gap < P

# Depth-averaged intensity includes the standing-wave remainder
integral = CubicSpline(HEIGHTS, abs(base["u"])**2).antiderivative()(HEIGHTS)
use = HEIGHTS > 10.0
dose = integral[use] / HEIGHTS[use] / abs(base["incident"][use])**2
dose_peaks = maxima(HEIGHTS[use], dose)
dose_gaps = np.diff(dose_peaks)
assert abs(dose_gaps[-1] / P - 1) < 0.01

peaks = maxima(HEIGHTS, base["coupled"])
print(f"vacuum wavelength: {WAVELENGTH:.1f} nm")
print(f"numerical aperture: {NA:.2f}")
print(f"resist index: {N_RESIST:.2f}")
print(f"fluid index (rough): {N_FLUID:.2f}")
print(f"silicon index (rough): {N_SILICON:.2f}")
print(f"antireflection layer index (rough): {N_UNDERLAYER:.2f}")
print(f"antireflection layer thickness: {D_UNDERLAYER:.0f} nm")
print(f"angle in fluid: {np.degrees(theta_fluid):.2f} degrees")
print(f"sin(theta) in resist: {np.sin(theta):.4f}")
print(f"angle in resist: {np.degrees(theta):.2f} degrees")
print(f"cos(theta) in resist: {np.cos(theta):.4f}")
print(f"n^2 - NA^2: {N_RESIST**2 - NA**2:.4f}")
print(f"q = n cos(theta): {N_RESIST * np.cos(theta):.4f}")
print(f"swing period, formula: {P:.2f} nm")
print(f"swing period, field integration: {numerical_period:.2f} nm")
print(f"half period, maximum to minimum: {P / 2:.2f} nm")
print(f"normal-incidence period: {normal_period:.2f} nm")
print(f"extreme-ray / normal period: {P / normal_period:.3f}")
print(f"wrong period, outside path omitted: {wrong_period:.2f} nm")
print(f"path inside, 100 nm film: {inside:.2f} nm")
print(f"path outside, 100 nm film: {outside:.2f} nm")
print(f"path difference, 100 nm film: {path_difference:.2f} nm")
print("first coupled maxima, s, silicon: "
      + ", ".join(f"{x:.1f}" for x in peaks[:3]) + " nm")
for pol in ("s", "p"):
    print(f"rho on silicon, {pol}: {rho[pol]:.3f}")
    print(f"max/min coupled, silicon, {pol}: {ratios[pol, False]:.2f}")
    print(f"max/min coupled, antireflection layer, {pol}: "
          f"{ratios[pol, True]:.2f}")
print(f"dP/dn: {dP_dn:.1f} nm per unit index")
print(f"period change for index +0.01: {0.01 * dP_dn:.2f} nm")
print(f"dP/dNA: {dP_dNA:.1f} nm per unit NA")
print(f"period change for NA -0.01: {-0.01 * dP_dNA:.2f} nm")
print(f"resist extinction coefficient (rough): {KAPPA_RESIST:.2f}")
print(f"first maximum spacing with absorption: {lossy_gap:.2f} nm")
print(f"round-trip amplitude factor per added period: "
      f"{damping_per_period:.3f}")
print(f"lower edge of pupil band: NA {NA_BAND_LOW:.2f}")
print(f"period at lower edge: {period(na=NA_BAND_LOW):.2f} nm")
print(f"first maximum spacing, band average: {band_gap:.2f} nm")
print("first depth-mean intensity maxima: "
      + ", ".join(f"{x:.1f}" for x in dose_peaks[:3]) + " nm")
print(f"first depth-mean maximum spacing: {dose_gaps[0]:.2f} nm")
print(f"last depth-mean maximum spacing: {dose_gaps[-1]:.2f} nm")
print(f"period at 193.4 nm wavelength: {period(wavelength=193.4):.2f} nm")
print("done: every assertion held")
```

Printed output:

```
vacuum wavelength: 193.0 nm
numerical aperture: 1.35
resist index: 1.70
fluid index (rough): 1.44
silicon index (rough): 0.88+2.78j
antireflection layer index (rough): 1.75+0.30j
antireflection layer thickness: 80 nm
angle in fluid: 69.64 degrees
sin(theta) in resist: 0.7941
angle in resist: 52.57 degrees
cos(theta) in resist: 0.6078
n^2 - NA^2: 1.0675
q = n cos(theta): 1.0332
swing period, formula: 93.40 nm
swing period, field integration: 93.40 nm
half period, maximum to minimum: 46.70 nm
normal-incidence period: 56.76 nm
extreme-ray / normal period: 1.645
wrong period, outside path omitted: 34.50 nm
path inside, 100 nm film: 559.43 nm
path outside, 100 nm film: 352.79 nm
path difference, 100 nm film: 206.64 nm
first coupled maxima, s, silicon: 37.6, 131.0, 224.4 nm
rho on silicon, s: 0.299
max/min coupled, silicon, s: 3.43
max/min coupled, antireflection layer, s: 1.44
rho on silicon, p: 0.134
max/min coupled, silicon, p: 1.71
max/min coupled, antireflection layer, p: 1.05
dP/dn: -148.7 nm per unit index
period change for index +0.01: -1.49 nm
dP/dNA: 118.1 nm per unit NA
period change for NA -0.01: -1.18 nm
resist extinction coefficient (rough): 0.03
first maximum spacing with absorption: 93.28 nm
round-trip amplitude factor per added period: 0.741
lower edge of pupil band: NA 1.25
period at lower edge: 83.75 nm
first maximum spacing, band average: 88.52 nm
first depth-mean intensity maxima: 40.1, 132.1, 225.1 nm
first depth-mean maximum spacing: 92.03 nm
last depth-mean maximum spacing: 93.38 nm
period at 193.4 nm wavelength: 93.59 nm
done: every assertion held
```
